Schottky heat-capacity peak of a strained acceptor quartet in silicon

**Problem**

A neutral acceptor in silicon holds one hole. Its ground level is fourfold degenerate and behaves like an angular momentum J = 3/2, with matrices Jx, Jy, Jz in units of ħ. A small uniform strain with tensor components ε_ij acts on this quartet through

H = b′ [(Jx² − 5/4) ε_xx + (Jy² − 5/4) ε_yy + (Jz² − 5/4) ε_zz]
  + (2d′/√3) [{JxJy} ε_xy + {JyJz} ε_yz + {JzJx} ε_zx],

where {AB} = (AB + BA)/2. The constants b′ and d′ are the deformation potentials of the acceptor. A shift common to all four levels is left out, since it does not affect the heat capacity. There is no magnetic field, the acceptors do not interact, and higher levels are ignored.

(a) Show that any such strain leaves two doublets, and find their separation Δ.

(b) Find the heat capacity per acceptor at fixed Δ and the condition for its maximum.

(c) Evaluate the peak temperature for Δ = 0.1 meV.

(d) Find the uniaxial stress along [001] and along [111] that produces this Δ. What changes if the spherical model is used?

(e) For 2×10¹⁶ acceptors per cm³, decide whether the peak can be seen in the total heat capacity, and judge the other neglected effects.

**Solution**

**(a) Two doublets**

Order the states as m = 3/2, 1/2, −1/2, −3/2. Let Pauli matrices τ act on the choice between the first and second pair of states, and let Pauli matrices σ act on the choice within a pair. The ladder operators J± = Jx ± iJy have the elements √3, 2, √3 between neighbouring states. From them, five combinations follow:

Γ₁ = Jz² − 5/4 = τzσz
Γ₂ = (Jx² − Jy²)/√3 = τx
Γ₃ = (2/√3){JxJy} = τy
Γ₄ = (2/√3){JyJz} = τzσy
Γ₅ = (2/√3){JzJx} = τzσx

For example, Jx² − Jy² = (J+² + J−²)/2. The nonzero elements of J+² are 2√3, from −1/2 to 3/2 and from −3/2 to 1/2. Dividing by 2√3 leaves ones that connect the first pair with the second, which is τx.

Because different Pauli matrices of one set anticommute, any two different Γ anticommute. Each Γ squares to the unit matrix and has zero trace.

To write H in these matrices, use Jx² + Jy² + Jz² = 15/4. Then

Jx² − 5/4 = −Γ₁/2 + (√3/2)Γ₂,
Jy² − 5/4 = −Γ₁/2 − (√3/2)Γ₂,

and therefore

H = b′[ε_zz − (ε_xx + ε_yy)/2] Γ₁ + (√3/2) b′(ε_xx − ε_yy) Γ₂
  + d′(ε_xy Γ₃ + ε_yz Γ₄ + ε_zx Γ₅).

In H² the cross terms cancel in pairs, and only the squares of the coefficients remain. The first two squares add up to

b′²(ε_xx² + ε_yy² + ε_zz² − ε_xx ε_yy − ε_yy ε_zz − ε_zz ε_xx),

which is half the sum of the squared differences, times b′². So H² = E² times the unit matrix, with

E² = (b′²/2)[(ε_xx − ε_yy)² + (ε_yy − ε_zz)² + (ε_zz − ε_xx)²]
  + d′²(ε_xy² + ε_yz² + ε_zx²).

Every eigenvalue of H is thus +E or −E. The trace of H is zero, so each occurs twice, and

Δ = 2E.

A uniform dilation has equal normal strains and no shear, which gives Δ = 0. The remaining twofold degeneracy is the Kramers degeneracy of a state with half-integer spin under time-reversal symmetry. Strain cannot lift it, but a magnetic field can.

**(b) Heat capacity and its maximum**

Put the lower doublet at energy zero and the upper one at Δ. With x = Δ/(kT), the partition function of one acceptor is

Z = 2 + 2e^(−x) = 2(1 + e^(−x)).

The mean energy is Δ times the probability of the upper doublet:

U = Δ · 2e^(−x)/[2(1 + e^(−x))] = Δ/(e^x + 1).

The degeneracy cancels because both levels have the same one. Since dx/dT = −x/T and Δ/T = kx,

C = dU/dT = [−Δ e^x/(e^x + 1)²](−x/T) = k x² e^x/(e^x + 1)².

With e^x + 1 = 2e^(x/2) cosh(x/2), this becomes

C = k (x/2)²/cosh²(x/2).

At low temperature, x ≫ 1 and C ≈ k x² e^(−x), because few holes reach the upper doublet. At high temperature, x ≪ 1 and C ≈ k x²/4 = Δ²/(4kT²), because the two populations are already nearly equal. The heat capacity vanishes at both ends, so it has a maximum between them.

To find it, differentiate the logarithm:

d(ln C)/dx = 2/x − tanh(x/2) = 0,

or

x tanh(x/2) = 2.

The left side has the derivative tanh(x/2) + (x/2)/cosh²(x/2), which is positive for x > 0. It rises from zero without bound and therefore equals 2 at one value of x, so there is one maximum.

The height follows without evaluating a hyperbolic function. At the peak tanh(x/2) = 2/x, so 1/cosh²(x/2) = 1 − 4/x², and

C_peak = k(x²/4)(1 − 4/x²) = k(x²/4 − 1).

The area under C/T measures the entropy gained on heating. With y = x/2 and dT/T = −dy/y,

∫ C dT/T = k ∫ y/cosh²y dy = k [y tanh y − ln cosh y], from y = 0 to ∞.

For large y, ln cosh y approaches y − ln 2, so the result is k ln 2. This is the change from k ln 2 for two accessible states to k ln 4 for four. It does not depend on Δ: a different splitting moves the peak in temperature but leaves this area unchanged.

**(c) The peak temperature**

A numerical root search gives x = 2.3994. With k = 0.086173 meV/K,

Δ/k = 0.1/0.086173 = 1.1605 K,
T_peak = 1.1605/2.3994 = 0.484 K.

The peak lies at about 0.48 K. Its height is C_peak = 0.439 k per acceptor, and 1/(e^x + 1) = 0.083 of the holes are then in the upper doublet.

At the temperature where kT = Δ, which is 1.16 K, the heat capacity is 0.197 k, less than half the maximum. The peak comes at a lower temperature, where kT = 0.417 Δ.

**(d) The stress required**

Take a tensile stress X along [001]. Hooke's law for a cubic crystal gives

X = C11 ε_zz + 2C12 ε_xx,
0 = C12 ε_zz + (C11 + C12) ε_xx.

Subtracting the second equation from the first gives ε_zz − ε_xx = X/(C11 − C12). There is no shear and ε_xx = ε_yy, so E = |b′||ε_zz − ε_xx| and

X[001] = Δ(C11 − C12)/(2|b′|).

For stress along [111], each shear stress component is X/3. With tensor shear strain, X/3 = 2C44 ε_xy, so ε_xy = ε_yz = ε_zx = X/(6C44). The normal strains are equal and drop out. Then E = √3|d′|X/(6C44), and

X[111] = √3 C44 Δ/|d′|.

Rough values for boron in silicon are b′ = −1.4 eV, d′ = −3.7 eV, C11 − C12 = 100 GPa and C44 = 80 GPa. With Δ = 10⁻⁴ eV,

X[001] = 10⁻⁴ × 100 GPa/(2 × 1.4) = 3.6 MPa,
X[111] = 1.732 × 80 GPa × 10⁻⁴/3.7 = 3.7 MPa.

The strain difference in the [001] case is 3.6×10⁻⁵. A compressive stress of the same size gives the same Δ, since E depends on squares.

The spherical model is taken here to mean that H keeps its form when strain and angular momentum are rotated together, so the quartet responds equally to strain along every axis. This is the case for d′ = √3 b′, where H becomes b′ Σ J_i ε_ij J_j minus its trace part. With b′ and the cubic elastic constants held fixed, d′ would be −2.42 eV and the [111] stress would be 5.7 MPa instead of 3.7 MPa. This is a stronger assumption than making only the envelope of the bound hole spherical. That step reduces the band-edge potentials b and d by one common factor and leaves d′/b′ = d/b.

Put differently, at a fixed [111] stress of 3.7 MPa the spherical model gives a splitting smaller by the factor √3 × 1.4/3.7 = 0.66. It would place the peak near 0.32 K. This factor arises because d′ was made spherical while the elastic constants stayed cubic. If the elasticity is made isotropic as well, with C44 = (C11 − C12)/2 = 50 GPa, every direction needs 3.6 MPa. With the cubic values above, the anisotropy of the deformation potentials and that of the elastic constants nearly cancel, and the splitting at a given stress varies by only about 5 % with direction. When the stress is given, both anisotropies must therefore be kept together. When Δ itself is given, as in (c), the peak temperature does not depend on b′ and d′ separately.

**(e) Visibility and neglected effects**

*Lattice vibrations.* At low temperature, take three sound branches with a common mean speed v. Their energy per volume is

u = ∫ [3ω²/(2π²v³)] ħω/(e^(ħω/kT) − 1) dω = (π²/10)(kT)⁴/(ħv)³,

where the integral ∫ y³/(e^y − 1) dy = π⁴/15 from zero to infinity was used. Differentiation gives (2π²/5) k (kT/ħv)³. For N host atoms per volume, the Debye temperature θ is defined by kθ = ħv(6π²N)^(1/3), so

C_L = (12π⁴/5) N k (T/θ)³.

With the rough values N = 5×10²² cm⁻³ and θ = 645 K, this is 68 nJ/(K cm³) at the peak temperature. The acceptors, at density n = 2×10¹⁶ cm⁻³, contribute 0.439 nk = 121 nJ/(K cm³). The lattice part is 0.56 of the acceptor part.

A smaller lattice part does not ensure a maximum in the sum, because the lattice part rises steeply. Write C = kc(x) and C_L = AT³. Since T dx/dT = −x, the slope of the total obeys

T dC_total/dT = 3AT³ − nkc(x)[2 − x tanh(x/2)].

The total falls somewhere only if

n > 3AT³/{kc(x)[2 − x tanh(x/2)]}

at some temperature above the Schottky peak. Minimising the right side numerically over temperature gives 1.2×10¹⁷ cm⁻³. At 2×10¹⁶ cm⁻³ the total therefore has no local maximum. The acceptors still show in the total. The ratio of the total to the lattice part reaches about 7 near 0.23 K, where C/T³ has a maximum, and C/T would have a maximum from about 2.2×10¹⁶ cm⁻³. The peak at 0.48 K itself appears after the lattice part is subtracted, for instance by measuring an undoped crystal as a reference.

*Close pairs.* Raising the density brings acceptors closer together. For an order of magnitude, treat each hole as a hydrogen-like orbital with binding energy E_B = 45 meV in a medium of relative permittivity κ = 11.7. The orbital radius is a = e²/(8πε₀κE_B) = 1.37 nm.

Let S be the overlap of two such orbitals at distance R = ra. In elliptic coordinates μ and ν, the sum and difference of the distances to the two centres divided by R,

S = (r³/4) ∫∫ e^(−rμ)(μ² − ν²) dν dμ = e^(−r)(1 + r + r²/3),

with ν from −1 to 1 and μ from 1 to ∞. Take 2E_B S² as the scale of the coupling between two holes. It equals Δ at R = 8.8 nm. For randomly placed acceptors, the chance of having a neighbour inside this distance is

1 − exp(−4πnR³/3) = 0.056.

At the density needed for a maximum in the total, the same estimate gives 0.30, and treating the acceptors as isolated becomes doubtful. The singlet–triplet splitting of a hydrogen molecule scaled to the same radius and binding energy equals Δ at 8.1 nm, which gives 0.044, so the scale is sound for this orbital. The fraction is sensitive to the radius, however. A light-hole tail with mass near 0.16 electron masses decays over ħ/√(2mE_B) ≈ 2.3 nm, and lengths scaled to that value give about 14 nm and a fraction near 0.2 already at 2×10¹⁶ cm⁻³. The estimate leaves out the four-component structure of the real hole state, so it does not predict the heat capacity of the pairs.

*Uneven strain.* Suppose Δ has a Gaussian spread of 20 % about a mean of 0.1 meV. Averaging C over this distribution numerically moves the peak from 0.484 to 0.486 K and lowers it from 0.439 k to 0.415 k. The height thus falls by about 5.5 %, while the position rises by about half a per cent. This holds the mean splitting fixed. Random strain in a real sample also feeds the other terms of E², which add to the square of the applied one. They raise the mean splitting and can move the peak up by much more than half a per cent. If the random strain is comparable with the applied one, a narrow distribution of Δ is no longer a fair description.

*Other levels and fields.* At the peak kT is 0.042 meV. For an excited level roughly 20 meV above the ground level, the Boltzmann factor is about 10⁻²⁰⁸. Without compensating donors, ionisation carries the factor exp(−E_B/2kT), about 10⁻²³⁴. Both are negligible. The Bohr magneton times the Earth's field of roughly 50 microtesla is 3×10⁻⁶ meV, also far below Δ.

**The real case.** The chosen density and splitting describe lightly doped silicon under a small stress at sub-kelvin temperature. They do not describe a device at room temperature. There most acceptors at this density are ionised, because the valence band offers far more thermally accessible states than there are acceptors, and the model of a hole bound in four levels no longer applies. Uniform strain is also an idealisation, since mounting, surface films and defects add strains of their own. A 20 % spread about a fixed mean hardly moves the peak, but a change in the mean splitting moves it nearly in proportion. If Δ is inferred from a known stress along [001], a relative error of b′ gives the same relative error of T_peak; along [111] the same holds for d′. For other directions both constants can contribute. The holes must also exchange energy with the lattice within the time of the measurement; otherwise the equilibrium formula for C does not apply.

Numbers in the example were calculated in double precision.
